\section*{Why long-range orbital spin-spin couplings are tiny: DSO and PSO cancellation}

\section{The form of the answer}

Place nucleus $K$ at the origin of a compact closed-shell fragment 1 and nucleus $L$ at $R\mathbf n$, $|\mathbf n|=1$, in a distant fragment 2. In atomic units a nuclear moment carries the vector potential $\mathbf A_K=\alpha^2\,\mathbf M_K\times\mathbf r_K/r_K^3$, with $\mathbf r_K$ measured from the nucleus and $\alpha$ the fine-structure constant. The orbital coupling energy $M_{Ka}K_{ab}M_{Lb}$ is bilinear in $\mathbf A_K$ and $\mathbf A_L$, so it scales as $\alpha^4/(\text{length})^4$. Over fragment 1 the potential $\mathbf A_L$ is smooth. It starts with a constant $\mathbf A_0$ of order $R^{-2}$, odd in $\mathbf n$, and each further Taylor order adds one power of $1/R$ and reverses the parity in $\mathbf n$. The slowest possible term is $\alpha^2M_{Ka}S_{ac}A_{0c}$, where $S$ is a fragment property of dimension $(\text{length})^{-2}$. Its isotropic part is a scalar odd in $\mathbf n$ and linear in it, hence $\mathbf V\cdot\mathbf n/R^2$ with $\mathbf V$ a polar vector at $K$, which vanishes when the site symmetry allows no such vector. A constant vector potential has no field, so the total $S$ must be zero in a gauge-invariant theory although its two parts need not be. The first term that can survive is even in $\mathbf n$ and of order $R^{-3}$.

\section{The two contributions}

The Hamiltonian is nonrelativistic with clamped nuclei, $H=\sum_k\frac12(\mathbf p+\mathbf A_K+\mathbf A_L)_k^2+V$, with $V$ local, electron charge $-1$, and a real nondegenerate singlet ground state $|0\rangle$ of density $\rho$. Since $\mathbf A_K=\alpha^2\nabla\times(\mathbf M_K/r_K)$ is free of divergence, $\mathbf p$ and $\mathbf A$ commute in the scalar product. The square then yields the linear terms $\mathbf A\cdot\mathbf p=-i\,\mathbf A\cdot\nabla$ and the bilinear term $\mathbf A_K\cdot\mathbf A_L$. Indices $a,\dots,f$ are Cartesian and summed when repeated.

The diamagnetic (DSO) term is the expectation value of the bilinear term. With $(\mathbf a\times\mathbf b)\cdot(\mathbf c\times\mathbf d)=(\mathbf a\cdot\mathbf c)(\mathbf b\cdot\mathbf d)-(\mathbf a\cdot\mathbf d)(\mathbf b\cdot\mathbf c)$,
\begin{equation}
K^{\rm DSO}_{ab}=\alpha^4\int\rho\,\frac{\delta_{ab}\,\mathbf r_K\cdot\mathbf r_L-r_{La}r_{Kb}}{r_K^3r_L^3}\,d^3r .
\label{dso}
\end{equation}
The paramagnetic (PSO) term is second order in the linear terms. Let $G^K=\sum_k(\mathbf A_K\cdot\nabla)_k$. Integration by parts shows that $G^K$ is real and antisymmetric: the divergence vanishes, and a small sphere around $K$ gives no surface term because $\mathbf A_K\perp\mathbf r_K$. With excitation energies $\omega_n$ and $G=G^K+G^L$, the second-order energy is $-\sum_{n\ne0}|\langle n|{-iG}|0\rangle|^2/\omega_n=-\sum_{n\neq0}G_{n0}^2/\omega_n$, and its cross term is
\begin{equation}
E^{\rm PSO}=-2\sum_{n\neq0}G^K_{n0}G^L_{n0}/\omega_n .
\label{pso}
\end{equation}

In restricted Hartree--Fock (RHF) theory, with occupied orbitals $i,j$ and virtual orbitals $v,w$, all real, the response has the form $\phi_i\to\phi_i+i\sum_v\kappa_{iv}\phi_v$ with real $\kappa$. For one-electron $G$ the term linear in $\kappa$ is $2\kappa_{iv}[(-i)(i)G_{iv}+(-i)(-i)G_{vi}]=-4\kappa_{iv}G_{vi}$. The first-order density matrix per spin is $\delta\gamma(\mathbf r,\mathbf r')=i\kappa_{iv}[\phi_v(\mathbf r)\phi_i(\mathbf r')-\phi_i(\mathbf r)\phi_v(\mathbf r')]$. Three terms are quadratic in $\kappa$. The second-order density matrix moves weight $\kappa_{iv}^2$ from $i$ to $v$ and costs $2\kappa_{iv}^2(\epsilon_v-\epsilon_i)$. The Coulomb term vanishes because $\delta\gamma(\mathbf r,\mathbf r)=0$. The exchange term is $-\iint|\delta\gamma|^2/r_{12}=-2\kappa_{iv}\kappa_{jw}[(ij|vw)-(iw|jv)]$. The energy $2\kappa\mathcal H\kappa-4\kappa G$ is stationary at $\kappa=\mathcal H^{-1}G$ with value $-2G\mathcal H^{-1}G$, and the cross term is
\begin{align}
E^{\rm PSO}&=-4\,G^K\mathcal H^{-1}G^L,\label{rhf}\\
\mathcal H_{iv,jw}&=(\epsilon_v-\epsilon_i)\delta_{ij}\delta_{vw}-(ij|vw)+(iw|jv).\nonumber
\end{align}
This $\mathcal H$ is the matrix $A-B$ of coupled Hartree--Fock theory. If $i,v$ lie on fragment 1 and $j,w$ on fragment 2, both integrals contain products of non-overlapping orbitals and vanish. At the RHF level and negligible overlap, $K$ is therefore a sum of two fragment parts. For correlated states this additivity is assumed here, by taking a product of fragment states; correlation between the fragments is not treated. The part due to fragment 1 is derived below, and fragment 2 adds the same with $K\leftrightarrow L$, $\mathbf n\to-\mathbf n$.

\section{The distant moment seen from $K$}

With $\mathbf r_L=\mathbf r-R\mathbf n$ and $\partial_b(x_a/x^3)=\delta_{ab}/x^3-3x_ax_b/x^5$ evaluated at $\mathbf x=-R\mathbf n$,
\begin{equation}
\frac{\mathbf r_L}{r_L^3}=-\frac{\mathbf n}{R^2}-\frac{T\mathbf r}{R^3}+O(R^{-4}),\qquad T_{ab}=3n_an_b-\delta_{ab}.
\end{equation}
The expansion is asymptotic and requires the density of fragment 1 to be negligible for $r\gtrsim R$. The constant part of $\mathbf A_L$ is $\mathbf A_0=-\alpha^2\mathbf M_L\times\mathbf n/R^2$. The linear part is $\Gamma_{cd}r_d$ with $\Gamma_{cd}=-\alpha^2\varepsilon_{cbe}M_{Lb}T_{ed}/R^3$. Its curl follows from $\varepsilon_{cfd}\varepsilon_{cbe}=\delta_{fb}\delta_{de}-\delta_{fe}\delta_{db}$ and ${\rm tr}\,T=0$:
\begin{equation}
B_f=\varepsilon_{fdc}\Gamma_{cd}=-\frac{\alpha^2}{R^3}\left(M_{Lf}\,{\rm tr}\,T-T_{fb}M_{Lb}\right)=\frac{\alpha^2}{R^3}(T\mathbf M_L)_f ,
\end{equation}
the dipolar field of $L$ at $K$. The antisymmetric part of $\Gamma$ is $\frac12\mathbf B\times\mathbf r$, which has this curl. The symmetric part $W$ has no curl, and no trace because $\varepsilon_{cbe}T_{ec}=0$ for symmetric $T$. Hence
\begin{equation}
\mathbf A_L=\nabla(\mathbf A_0\cdot\mathbf r)+\nabla(\tfrac12\mathbf r\cdot W\mathbf r)+\tfrac12\mathbf B\times\mathbf r+O(R^{-4}),
\label{split}
\end{equation}
and both gauge functions are harmonic.

\section{DSO at order $R^{-2}$}

For $\mathbf M_K=\mathbf e_a$ and a unit constant potential along $c$, the DSO response is
\begin{equation}
D_{ac}=(\mathbf e_a\times\mathbf E_K)_c=\varepsilon_{abc}E_{Kb},\qquad \mathbf E_K=\int\rho\,\frac{\mathbf r}{r^3}\,d^3r ,
\end{equation}
where $\mathbf E_K$ is the electric field of the fragment's electrons at $K$. For any response tensor $S_{ac}$ the $R^{-2}$ coefficient of $K/\alpha^4$ is $C_{2,ab}[S]=-S_{ac}(\mathbf e_b\times\mathbf n)_c$. For $D$,
\begin{equation}
C_{2,ab}[D]=-\varepsilon_{cae}\varepsilon_{cbd}E_{Ke}n_d=-(\delta_{ab}\,\mathbf E_K\cdot\mathbf n-n_aE_{Kb}),
\end{equation}
and one third of the trace gives
\begin{equation}
K^{\rm DSO}_{\rm iso}=-\tfrac23\alpha^4\,\frac{\mathbf E_K\cdot\mathbf n}{R^2}+O(R^{-3}).
\label{dso2}
\end{equation}
The $R^{-2}$ law is conditional. The tensor coefficient is nonzero whenever $\mathbf E_K\ne0$, and the isotropic one needs $\mathbf E_K\cdot\mathbf n\neq0$. For a closed-shell atom, or for the isotropic part with $\mathbf n\perp\mathbf E_K$, the decay is $R^{-3}$ or faster. By the Hellmann--Feynman theorem the force on $K$ vanishes at equilibrium, so $\mathbf E_K=\sum_NZ_N\mathbf R_N/R_N^3$ over the other nuclei of the fragment. For H$_2$ of bond length $d$ it points to the partner with size $1/d^2$. The DSO term is positive when the bond points away from $L$ and negative when it points toward $L$.

\section{PSO at order $R^{-2}$ and the gauge identity}

Let $\mathbf A_L$ be replaced by $\nabla\chi$ with $\nabla^2\chi=0$, and let $X=\sum_k\chi(\mathbf r_k)$. For the unperturbed $H_0$, the local $V$ commutes with $X$, and $[-\frac12\nabla^2,\chi]=-\frac12(\nabla^2\chi)-\nabla\chi\cdot\nabla$. Thus $G^L=-[H_0,X]$ and, between exact eigenstates, $G^L_{n0}=-\omega_nX_{n0}$. The denominators in (\ref{pso}) cancel:
\begin{equation}
E^{\rm PSO}=2\sum_{n\ne0}X_{0n}G^K_{n0}=2\langle0|XG^K|0\rangle .
\end{equation}
The term $n=0$ could be added because $G^K_{00}=0$ by antisymmetry, and closure was then used. Transposing the real matrix element, with $X$ symmetric and $G^K$ antisymmetric, gives $\langle0|XG^K|0\rangle=-\langle0|G^KX|0\rangle$, so
\begin{equation}
E^{\rm PSO}=-\langle0|[G^K,X]|0\rangle=-\int\rho\,\mathbf A_K\cdot\nabla\chi\,d^3r=-E^{\rm DSO}.
\label{cancel}
\end{equation}
With $\chi=x_c$ the PSO response $P_{ac}$ to a unit constant potential is $P=-D$. PSO therefore decays as $R^{-2}$ under the same conditions as DSO, with the opposite tensor. Physically, the constant $\mathbf A_0$ multiplies the wave function by $e^{-iX}$. The paramagnetic current of that phase gradient cancels the diamagnetic current $-\rho\mathbf A_0$ at every point, and $\mathbf M_K$ has no current to couple to.

RHF in a complete basis obeys the same identity. Multiplying each orbital by $e^{-i\chi}$ gives $(\mathbf p+\nabla\chi)e^{-i\chi}\phi=e^{-i\chi}\mathbf p\phi$, and the Coulomb and exchange energies are unchanged because the phase cancels in each product $\phi_i^*(\mathbf r)\phi_j(\mathbf r)$. The stationary orbitals are thus $e^{-i\chi}\phi_i$. Their first-order virtual part is $\kappa_{iv}=-\chi_{vi}$, and the occupied part does not change the density matrix. For $\chi=x_c$, with $g_a=(\mathbf r\times\nabla)_a/r^3$ and dots denoting sums over pairs $iv$,
\begin{equation}
U_c\equiv\mathcal H^{-1}\partial_c=-x_c,\qquad P_{ac}=-4\,g_a\cdot U_c=4\,g_a\cdot x_c .
\end{equation}
The sum may be extended from virtual to all orbitals because $\sum_{ij}(x_c)_{ij}(g_a)_{ji}=0$, a symmetric matrix contracted with an antisymmetric one. With $\mathbf u=\mathbf e_a\times\mathbf r/r^3$, $g_a=\mathbf u\cdot\nabla$ and $\rho=2\sum_i\phi_i^2$,
\begin{equation}
4\sum_i\langle x_c\phi_i|g_a\phi_i\rangle=2\sum_i\int x_c\,\mathbf u\cdot\nabla\phi_i^2=-\int\rho\,u_c=-D_{ac}.
\label{hfclosure}
\end{equation}
The relation $U=-x$ belongs to the full $\mathcal H$. Keeping the orbital-energy gaps alone (uncoupled response) solves a different equation, and the example gives the size of the damage.

\section{What survives: order $R^{-3}$}

The second term of (\ref{split}) cancels by (\ref{cancel}) with $\chi=\frac12\mathbf r\cdot W\mathbf r$. The third is a uniform field with gauge origin at $K$, and the energy bilinear in $\mathbf M_K$ and $\mathbf B$ defines the shielding tensor, $E=\mathbf M_K\cdot\sigma_K\mathbf B$. Therefore
\begin{align}
K^{\rm DSO}+K^{\rm PSO}&=\alpha^2\sigma_KT/R^3+O(R^{-4}),\label{r3}\\
K_{\rm iso}&=\frac{\alpha^2}{3R^3}(3\sigma_{nn}-{\rm tr}\,\sigma_K)=\frac{\alpha^4c_3}{R^3},\qquad c_3=\frac{\sigma_{nn}-\sigma_{\rm iso}}{\alpha^2},\nonumber
\end{align}
with $\sigma_{nn}=\mathbf n\cdot\sigma_K\mathbf n$. The direct dipolar energy is $-\mathbf M_K\cdot\mathbf B$, so (\ref{r3}) is the shielding correction to the direct coupling. Since $T$ is traceless, an isotropic $\sigma_K$ drops out of $K_{\rm iso}$. Relative to the separate $R^{-2}$ terms the scalar coupling loses one power of fragment size over $R$. Relative to $\alpha^2\sigma_{\rm iso}/R^3$ it carries the factor $(\sigma_{nn}-\sigma_{\rm iso})/\sigma_{\rm iso}$, which is small when the shielding is nearly isotropic, as in the H$_2$ example below, where it is about $0.05$ for $\mathbf n$ along the bond. It is also small, whatever the anisotropy, for directions in which $\sigma_{nn}$ is close to $\sigma_{\rm iso}$. For axial symmetry, with $\mathbf n$ at angle $\theta$ to the axis, $\sigma_{nn}=\sigma_\parallel\cos^2\theta+\sigma_\perp\sin^2\theta$ and $\sigma_{\rm iso}=(\sigma_\parallel+2\sigma_\perp)/3$ give $\alpha^2c_3=(\sigma_\parallel-\sigma_\perp)(\cos^2\theta-\frac13)$. The electric field of a neutral fragment 2 falls as $R^{-3}$ or faster; it polarizes fragment 1 and changes $\mathbf E_K$ and $\sigma_K$ at that relative order, and (\ref{cancel}) holds for the polarized fragment as well. Density that fills the region between $K$ and $L$ violates the condition of the expansion and is outside the result.

\section{Finite basis}

Let $\Pi$ project on the orbital basis. Adding and subtracting $4g_a\cdot x_c$,
\begin{equation}
S_{ac}=D_{ac}+P_{ac}=\left[D_{ac}+4g_a\cdot x_c\right]+\left[-4g_a\cdot(U_c+x_c)\right].
\end{equation}
In the first bracket $4g_a\cdot x_c=4\sum_i\langle x_c\phi_i|\Pi|g_a\phi_i\rangle$, while (\ref{hfclosure}) holds for any real orbitals. The closure defect is therefore $-4\sum_i\langle x_c\phi_i|(1-\Pi)|g_a\phi_i\rangle$, which vanishes if each $x_c\phi_i$ lies in the span. The second bracket is the hypervirial defect, made explicit here for two electrons in one orbital $\phi$. The Fock operator is $h+2J-K_x$, with $h$ the core Hamiltonian and $J,K_x$ the Coulomb and exchange operators of $\phi$. The two integrals in (\ref{rhf}) add $-J+K_x$, so $\mathcal H=f-\epsilon$ on the virtual space, with the local operator $f=h+J$ and $\langle v|f|\phi\rangle=0$. From $(f-\epsilon)x_c\phi=-\partial_c\phi+x_c(f-\epsilon)\phi$ and $(\mathcal Hx_c)_v=\langle v|(f-\epsilon)\Pi|x_c\phi\rangle$,
\begin{equation}
[\mathcal H(U_c+x_c)]_v=\langle v|x_c(f-\epsilon)|\phi\rangle-\langle v|f(1-\Pi)|x_c\phi\rangle .
\end{equation}
The first term contains the residual $(f-\epsilon)\phi$, which is orthogonal to the basis but not in general to $x_c\phi_v$. Having $x_c\phi$ in the span removes the closure defect and the second term here, but not the first. A nonzero $S$ leaves
\begin{equation}
K_{\rm iso}=\alpha^4c_2/R^2+O(R^{-3}),\qquad c_2=\tfrac13{\rm tr}\,C_2[S],
\end{equation}
which exceeds the leading physical term beyond $R^*=|c_3/c_2|$, with $c_3$ taken at the basis limit. An $R^*$ no larger than the fragment is not a crossover distance; it means that the artefact dominates wherever the expansion holds. The relative error grows as $R/R^*$. The extreme case is H$_2$ with $s$ functions alone: every orbital has $\sigma$ symmetry about the axis $z$, $g_x$ and $g_y$ turn $\sigma$ into $\pi$, and $g_z$ annihilates it, so $P=0$ and $c_2$ is the whole DSO coefficient.

The same $S$ controls a property of fragment 1 alone. Moving the common gauge origin of the shielding to $O\mathbf n$ adds the constant $-\frac12O\,\mathbf B\times\mathbf n$ to the potential, which has the form of $\mathbf A_0$. Hence $\Delta\sigma=\alpha^2(O/2)\,C_2[S]$ and $\Delta\sigma_{\rm iso}=\alpha^2(O/2)c_2$.

\section{Weighing the terms for H$_2$}

The example is RHF H$_2$ with $d=1.4$ bohr, $K$ at the origin and the partner on the negative $z$ axis. Correlation, vibration, relativity and the Fermi-contact and spin-dipole terms are left out. The cc-pV5Z basis and an even-tempered 12s9p6d4f2g basis (230 functions, ``large'') use $\mathcal H=f-\epsilon$ with a density-fitted $J$, still a local potential, so the gauge identity is unaffected. A proton has $\mathbf M=g_p(m_e/2m_p)\mathbf I$ in atomic units, and $hJ\,\mathbf I_K\cdot\mathbf I_L$ is the isotropic energy, so $J=(g_pm_e/2m_p)^2K_{\rm iso}E_h/h$, which is 43.17 Hz per $\alpha^4$ au. The numerical check computes (\ref{dso}) by quadrature and (\ref{rhf}) from analytic integrals with a probe moment at $R\mathbf n$. It tests, for each term, two bases and two directions, that the remainder of $R^2K$ beyond the two derived orders falls by a factor between 3.3 and 4.8 from 20 to 40 bohr.

In the large basis $E_{Kz}=-0.51559$ au, 1.1\% above $1/d^2=0.51020$ au in size. By the Hellmann--Feynman balance this excess is a net pull toward the partner, so 1.4 bohr is slightly longer than the RHF minimum. For $\mathbf n=+\mathbf z$, (\ref{dso2}) gives $\frac23\times0.51559=0.3437$. The isotropic $R^{-2}$ coefficients, in $\alpha^4$ au, are
\begin{center}
\begin{tabular}{lrrrr}
basis & DSO & PSO & $c_2$ & $R^*$/bohr\\
STO-3G & 0.30701 & 0.00000 & 0.30701 & 0.08\\
cc-pVDZ & 0.32841 & $-0.26241$ & 0.06600 & 0.38\\
cc-pVTZ & 0.34027 & $-0.31439$ & 0.02588 & 0.96\\
cc-pVQZ & 0.34180 & $-0.33459$ & 0.00720 & 3.45\\
cc-pV5Z & 0.34307 & $-0.33788$ & 0.00519 & 4.80\\
large & 0.34372 & $-0.34371$ & 0.00001 & $\approx2\times10^3$
\end{tabular}
\end{center}
In cc-pVTZ the DSO coefficient is 1.0\% and the PSO coefficient 8.5\% smaller in size than the large-basis values, so PSO carries most of the error. The decrease of $|c_2|$ down the table is tested. From cc-pVDZ to cc-pV5Z the closure part falls in size at each step, but the hypervirial part does not. They are $-0.07603$ and $0.14203$ in cc-pVDZ, $0.04228$ and $-0.01640$ in cc-pVTZ, $-0.01280$ and $0.02000$ in cc-pVQZ, and $0.01053$ and $-0.00534$ in cc-pV5Z. They oppose each other and alternate in sign, a pattern not explained here, and a small $c_2$ can hide a larger defect. In the large basis both are small, $0.00005$ and $-0.00004$; its $c_2$ has one digit and belongs to this basis only. A larger even-tempered set (14s12p7d4f2g) moves the DSO and PSO coefficients to $0.34373$ and $-0.34373$, $c_2$ to about $2\times10^{-6}$ and $R^*$ to about $10^4$ bohr, while $\sigma_{\rm iso}$ and $c_3$ stay within one unit of the last digit given below. Uncoupled response in cc-pVQZ gives $c_2=0.12038$, about 17 times the coupled value. In cc-pVDZ an origin shift of 2.0 bohr predicts $53.2514\times(2.0/2)\times0.06600=3.5146$ ppm, and a separate calculation with the shifted origin gives 3.5146 ppm, on a shielding of 27.494 ppm.

In cc-pVTZ the logarithmic slopes between 80 and 160 bohr are $-1.991$ for DSO and for PSO, $-2.001$ for their sum, where a complete basis would approach $-3$ at large $R$, and $-3.000$ for isotropic DSO with $\mathbf n$ perpendicular to the bond.

At order $R^{-3}$ the large basis gives $\sigma_\parallel=27.816$, $\sigma_\perp=25.829$ and $\sigma_{\rm iso}=26.491$ ppm, so $c_3=(27.816-26.491)/53.2514=0.02488$. The separate coefficients are $-0.33228$ for DSO and $0.35716$ for PSO. Their $W$ parts, $-0.24921$ and $+0.24921$, cancel, leaving shielding parts $-0.08307$ and $0.10795$ with sum $0.02488$. Extrapolating the directly computed $R^3(K_{\rm iso}/\alpha^4-c_2/R^2)$ gives 0.02484. For a direction tilted from the bond at 40 bohr, the tensor norm of $R^3K/\alpha^4$ is 23.9 for DSO and 1.212 for the sum, against 1.224 for $\sigma T/\alpha^2$.

For the collinear supermolecule H$_2\cdots$H$_2$ in cc-pVTZ the two fragments contribute equally to $K_{\rm iso}$ by inversion symmetry, and DSO and PSO are each tested to match twice the monomer value within 0.1\%. For the inner pair at 15 bohr, $J^{\rm DSO}=0.12267$ Hz and $J^{\rm PSO}=-0.11276$ Hz, with sum 0.00990 Hz. The basis artefact is $2\times0.02588/15^2\times43.17=0.00993$ Hz and the leading physical term is $2\times0.02488/15^3\times43.17=0.00064$ Hz. The large-basis sum, taken as twice the monomer with a probe moment, is 0.000547 Hz, which is 0.4\% of the DSO term. Its third digit is not converged: in the 14s12p7d4f2g basis, with a smaller residual $c_2$, it falls by 0.000003 Hz, and the outer-pair value below rises by the same amount. The cc-pVTZ sum is 18 times this value, and at 30 bohr about 34 times (0.00248 against 0.000074 Hz). For the outer pair at 17.8 bohr $\mathbf n$ is reversed, so the $R^{-2}$ terms change sign and the $R^{-3}$ term does not: DSO is $-0.09819$ Hz, PSO is $0.09126$ Hz, and the sum $-0.00694$ Hz has the wrong sign relative to the large-basis $+0.000437$ Hz.

Two features go beyond the leading formulas. The large-basis sums lie 14\% below $2c_3/R^3$ for the inner pair at 15 bohr and 15\% above it (0.000381 Hz) for the outer pair, with deviations about half as large at 30 and 32.8 bohr. Opposite signs and a relative size falling roughly as $1/R$ (here 2 to 2.6 bohr divided by $R$) are what an $R^{-4}$ term, odd in $\mathbf n$, would produce; its coefficient was not computed separately. The residual $c_2$ of the large basis, also odd in $\mathbf n$, contributes only $R/R^*$, of order 1\%, at these distances. Also, the cc-pVTZ sums differ from $2c_2/R^2$ by $-0.00003$ Hz (inner) and $+0.00011$ Hz (outer, from $-0.00705$ Hz), far less than the large-basis sums of $0.0004$ to $0.0005$ Hz. The cc-pVTZ basis thus misses the $R^{-3}$ coefficient too, so subtracting $c_2/R^2$ would not recover the limit. The output does not divide this error between the shielding anisotropy and an uncancelled $W$ term.

\section*{Computed results}
\begin{verbatim}
alpha^2 = 53.2514 ppm; J(HH) per alpha^4 au of K = 43.1661 Hz; d = 1.4 bohr
big basis: E_K,z = -0.51559 au; 1/d^2 = 0.51020 au
big basis sigma_par, perp, iso = 27.816 25.829 26.491 ppm
c3 shielding = 0.02488; gauge part dia -0.24921 para 0.24921 alpha^4 au
c3 iso of DSO -0.33228, of PSO 0.35716 alpha^4 au
iso R^-2 coefficients, n=+z (bond points away), alpha^4 au; R* in bohr
basis nao c2_DSO c2_PSO c2 closure hypervirial R*
sto-3g 2 0.30701 0.00000 0.30701 0.30701 0.00000 0.08
cc-pvdz 10 0.32841 -0.26241 0.06600 -0.07603 0.14203 0.38
cc-pvtz 28 0.34027 -0.31439 0.02588 0.04228 -0.01640 0.96
cc-pvqz 60 0.34180 -0.33459 0.00720 -0.01280 0.02000 3.45
cc-pv5z 110 0.34307 -0.33788 0.00519 0.01053 -0.00534 4.80
12s9p6d4f2g 230 0.34372 -0.34371 0.00001 0.00005 -0.00004 2042.92
cc-pvqz c2 with uncoupled response = 0.12038 alpha^4 au
cc-pvtz log slopes 80-160 bohr: DSO -1.991 PSO -1.991 sum -2.001; DSO, n perp bond -3.000
big, tilted n, R=40 bohr: |R^3 K_DSO| = 23.919, |R^3 K| = 1.212, |sigma T| = 1.224 alpha^4 au
big, n=+z: extrapolated R^3 (K - c2/R^2) = 0.02484 alpha^4 au
cc-pvdz sigma_iso 27.494 ppm; origin +2.0 bohr: shift 3.5146, predicted 3.5146 ppm
H2...H2 cc-pvtz, J in Hz: pair R/bohr DSO PSO sum | 2c2/R^2 | big-basis sum | 2c3/R^3
inner 15.0 0.12267 -0.11276 0.00990 | 0.00993 | 0.000547 | 0.000637
outer 17.8 -0.09819 0.09126 -0.00694 | -0.00705 | 0.000437 | 0.000381
inner 30.0 0.03162 -0.02913 0.00248 | 0.00248 | 0.000074 | 0.000080
outer 32.8 -0.02815 0.02609 -0.00206 | -0.00208 | 0.000065 | 0.000061
supermolecule log slopes 15-30 bohr, inner pair: DSO -1.956 PSO -1.953
\end{verbatim}
